# Negative Differential Resistance in a Passive Switch That Always Absorbs Power

Suppose a switch has the slope $r=dV/dI=-1.69\ \mathrm{k\Omega}$ at its working point, and a slow current ripple of amplitude $a=2\ \mu\mathrm{A}$ passes through it. The familiar formula $ra^2/2$ gives an ac power of $-3.4$ nW. Whoever reads this as the power balance of the switch concludes that it generates energy and needs no cooling. The switch worked out below has that slope, and it turns 79.5 µW of electrical power into heat. The slope describes changes about a working point, whereas the power is the product $VI$ at that point.

## A switch with negative slope

Count current as positive when it enters the positive terminal, so that $VI>0$ means absorption. The switch is a thin oxide core at a single temperature $T$, in series with a constant resistance $R_s$ that is cooled separately. For core voltage $v>0$,

$$I=G_0\,v\,\exp\!\left[-\frac{E_a-b\sqrt v}{kT}\right],\qquad V=v+R_sI .$$

Reversing $v$ reverses $I$. Carriers are thermally released from charged traps, and the field $F=v/d$ in a film of thickness $d$ lowers the barrier. The energy of an electron at distance $x$ from the trap, $-e^2/(4\pi\varepsilon x)-eFx$, has its maximum at $-\sqrt{e^3F/(\pi\varepsilon)}$. The lowering is therefore proportional to $\sqrt v$, which defines $b$.

The core stores heat with capacity $C$ and loses it to surroundings at $T_a$ through a thermal resistance $R_{th}$:

$$C\frac{dT}{dt}=vI-\frac{T-T_a}{R_{th}} .$$

At rest $vI=(T-T_a)/R_{th}$, which is positive whenever the core is warmer than its surroundings.

To find the slope, define $R=v/I$ and

$$m=\frac{\partial\ln I}{\partial\ln v}\bigg|_T=1+\frac{b\sqrt v}{2kT},\qquad
\beta=(T-T_a)\frac{\partial\ln I}{\partial T}\bigg|_v=\frac{(T-T_a)(E_a-b\sqrt v)}{kT^2}.$$

The conduction law and the logarithm of the rest condition give

$$\frac{dI}{I}=m\frac{dv}{v}+\beta\frac{dT}{T-T_a},\qquad \frac{dT}{T-T_a}=\frac{dI}{I}+\frac{dv}{v}.$$

Inserting the second into the first gives $(1-\beta)\,dI/I=(m+\beta)\,dv/v$. Hence $dv/dI=R(1-\beta)/(m+\beta)$, and with the series resistance

$$r=\frac{dV}{dI}=R_s+R\,\frac{1-\beta}{m+\beta}.$$

The core slope turns negative when $\beta>1$: heating then raises the conductance so strongly that a larger current needs a smaller voltage.

## The numbers

Take a niobium dioxide crosspoint with $d=40$ nm, radius 30 nm, $E_a=0.30$ eV, $G_0=30$ mS and effective permittivity 20, so that $b=0.0849\ \mathrm{eV/V^{1/2}}$. Further, $R_{th}=2000$ K/mW, $C=0.50$ fJ/K, $R_s=0.60\ \mathrm{k\Omega}$ and $T_a=300$ K. For each chosen $T$, the rest condition was solved numerically for $v$. The two turning points of the voltage are:

| | $T$ (K) | $V$ (V) | $I$ (µA) | $VI$ (µW) |
|---|---|---|---|---|
| threshold | 353 | 1.028 | 26.0 | 26.7 |
| valley | 680 | 0.783 | 321 | 252 |

Between them the voltage falls by 24 % while the current grows twelvefold. Beyond the valley $R_s$ dominates and the voltage rises again, which completes the S. Along the whole negative segment the power rises, by a factor of 9.4 in all.

Now choose the point at $T=450$ K. There $v=0.865$ V, $I=86.71$ µA, $V=0.917$ V, $R=9.975\ \mathrm{k\Omega}$, $m=2.018$ and $\beta=1.900$, so

$$r=0.60+9.975\times\frac{1-1.900}{2.018+1.900}=-1.69\ \mathrm{k\Omega},\qquad \frac VI=+10.6\ \mathrm{k\Omega}.$$

The core absorbs $150\ \mathrm K/(2000\ \mathrm{K/mW})=75.0$ µW. With the series part the total is $VI=79.5$ µW.

Raise the current by $\Delta I=5$ µA along the characteristic. The voltage changes by $\Delta V=-8.25$ mV. The product $\Delta V\,\Delta I=-41$ nW is negative, but it is only the smallest part of the change of power:

$$\Delta(VI)=V\Delta I+I\Delta V+\Delta V\Delta I=4585-715-41\approx+3830\ \mathrm{nW}.$$

The switch gets hotter.

## Where the ac power comes from

Let $I=I_0+a\cos\omega t$, slowly enough for the temperature to follow. To second order in $a$,

$$V=V_0+ra\cos\omega t+\tfrac12V''a^2\cos^2\omega t ,$$

where $V''=d^2V/dI^2$. Since $\cos^2$ averages to $\tfrac12$ and odd powers of the cosine average to zero,

$$\overline{VI}=V_0I_0+\tfrac12ra^2+\tfrac14I_0V''a^2 .$$

The second term is the ac power. The third arises because the curvature shifts the mean voltage. For $a=2$ µA, averaging over the computed characteristic gives $-3.39$ nW and $+1.49$ nW.

The ripple source thus receives 3.39 nW. Of this, 1.49 nW is extra power from the dc source, and 1.90 nW is a reduction of the heat produced in the switch. At fixed mean current the ripple really does make the switch slightly cooler on average, but its heat production remains 79.5 µW to three figures.

The negative resistance also needs time. For small oscillations write the complex amplitudes as $x=\delta I/I$, $y=\delta v/v$ and $\theta=\delta T/(T-T_a)$, with $\tau=R_{th}C=1.0$ ns. Linearizing the heat equation and dividing by $vI=(T-T_a)/R_{th}$ gives

$$(1+i\omega\tau)\,\theta=x+y,\qquad x=my+\beta\theta .$$

With $u=1+i\omega\tau$, eliminating $\theta$ gives $x(u-\beta)=y(mu+\beta)$. The impedance is therefore

$$Z=R_s+R\,\frac{1-\beta+i\omega\tau}{m+\beta+im\omega\tau}.$$

At $\omega\to0$ this is $r$. At high frequency the temperature is frozen and $Z\to R_s+R/m=5.5\ \mathrm{k\Omega}$, an ordinary positive resistance. Multiplying numerator and denominator by the conjugate of the denominator gives

$$\mathrm{Re}\,Z=R_s+R\,\frac{(1-\beta)(m+\beta)+m\omega^2\tau^2}{(m+\beta)^2+m^2\omega^2\tau^2}.$$

Set this to zero, clear the denominator, and use $R_s(m+\beta)^2+R(1-\beta)(m+\beta)=(m+\beta)^2r$:

$$(\omega\tau)^2=\frac{(m+\beta)^2|r|}{m(mR_s+R)}=1.15 .$$

The switch can deliver small-signal power only below $\omega/2\pi=171$ MHz.

## An oscillator and its energy account

Feed the switch from a supply $V_s$ through $R_L=10\ \mathrm{k\Omega}$, with a capacitor $C_p$ across the switch. The 450 K point requires $V_s=V+R_LI=1.784$ V. A small disturbance $e^{st}$ obeys $1/Z+1/R_L+sC_p=0$, with $i\omega$ replaced by $s$ in $Z$. Multiply by $ZR_L(m+\beta+ms\tau)$ and use $(m+\beta+ms\tau)Z=(m+\beta)r+s\tau(mR_s+R)$:

$$[(m+\beta)r+s\tau(mR_s+R)](1+sR_LC_p)+R_L(m+\beta+ms\tau)=0 .$$

This is a quadratic in $s$ with a positive leading coefficient, so disturbances decay if and only if the other two coefficients are positive. The constant term is $(m+\beta)(r+R_L)$; a load with $R_L<|r|$ makes it negative, and one disturbance then grows without oscillating. For $R_L>|r|$, the coefficient of $s$ becomes negative when

$$C_p>\frac{\tau(mR_s+R+mR_L)}{R_L(m+\beta)|r|}=0.47\ \mathrm{pF}.$$

With $C_p=0.75$ pF, numerical integration of the full nonlinear equations settles into an oscillation of period 10.9 ns. The voltage runs between 0.64 and 1.16 V and the core temperature between 338 and 655 K. The voltage overshoots the static threshold of 1.028 V. At that voltage the load supplies $(1.784-1.028)\,\mathrm V/R_L=76$ µA, whereas a switch whose core is still at or below 353 K takes at most 26 µA. The capacitor therefore goes on charging until the core has heated further.

In one period the supply gives 1675 fJ. The load turns 845 fJ into heat and the switch absorbs 830 fJ. Of the latter, 727 fJ leaves the core as heat and 103 fJ is heat in $R_s$.

To separate ac from dc, write the switch current as $I=(V_s-V)/R_L-C_p\,dV/dt$, multiply by $V-\bar V$ and average over a period. Constants multiplied by $V-\bar V$ average to zero, and the capacitor term is the derivative of $C_p(V-\bar V)^2/2$, which returns to its initial value. What remains is

$$P_{ac}=\overline{(V-\bar V)(I-\bar I)}=-\frac{\overline{V^2}-\bar V^2}{R_L}.$$

The switch delivers ac power, all of it to the load. Here $P_{ac}=-3.2$ µW, while the dc input is $\bar V\bar I=79.5$ µW. The sum is $+76.3$ µW. The switch converts about 4 % of its dc input into ac power and dissipates the rest.

Now disconnect both supply and load at $V=0.917$ V and $T=450$ K. Then $dV/dt=-I/C_p<0$ as long as $V>0$, so the voltage cannot swing back. After 100 ns it has fallen to 0.466 V, and the capacitor has lost $\tfrac12C_p(0.917^2-0.466^2)\,\mathrm{V^2}=234$ fJ to the switch.

## The general statement

**Let a two-terminal element have, in every internal state, a current that is zero or has the sign of the voltage. Then it absorbs non-negative energy over every time interval, whatever the slope of its characteristic. In periodic operation the ac power it delivers cannot exceed the dc power it absorbs.**

*Proof.* By assumption $VI\ge0$ at each instant, so $\int VI\,dt\ge0$ over any interval. For periodic operation write $V=\bar V+\tilde V$ and $I=\bar I+\tilde I$, where the parts with a tilde average to zero. The cross terms vanish in the mean, so

$$0\le\overline{VI}=\bar V\bar I+\overline{\tilde V\tilde I},\qquad\text{hence}\qquad -\overline{\tilde V\tilde I}\le\bar V\bar I .\qquad\blacksquare$$

If the mean voltage or the mean current is zero, the right-hand side vanishes and the element can deliver no net ac power. The bias is the source of any net ac output. The bound concerns the sum over all frequencies: a nonlinear element can still deliver power at one frequency while it absorbs more at another. Driven by $0.9\,\mathrm V\cos\omega t-0.05\,\mathrm V\cos3\omega t$ with a period of 10 ns, the model switch absorbs 2.2 µW at $\omega$ and delivers about 20 nW at $3\omega$.

What a negative slope does say about the static power $P=VI$ follows from differentiation. For $V,I>0$,

$$\frac{d\ln P}{d\ln I}=1+\frac{r}{V/I}.$$

Thus $r<0$ means that power grows less than in proportion to current. At the 450 K point the exponent is $1-1.69/10.6=0.84$: one per cent more current brings 0.84 % more heat. Power would fall with rising current only if $r<-V/I$, and even then it would remain positive. In the present model this cannot happen while $\beta>0$, because

$$\frac{d(vI)}{dI}=v+I\frac{dv}{dI}=v\,\frac{1+m}{m+\beta}>0,$$

and the series part adds $2R_sI>0$.

The assumption fails for elements that return stored energy, such as a capacitor, whose $VI$ is negative during discharge. It also fails when a temperature difference drives a thermoelectric voltage. Such elements need an account that includes the stored energy or the heat supplied; the sign of $dV/dI$ does not replace it.

## The model beside a real switch

The parameters are rough, round values in the regime of niobium dioxide threshold switches, and the permittivity is an effective one. The factor $\exp(z)$ with $z=b\sqrt v/kT$ counts emission along the field only. Here $z\approx2$, where the average over directions, $[1+(z-1)e^z]/z^2+\tfrac12$, is much smaller. Matched to the same 450 K point with $G_0=87$ mS, that law gives $r=-2.45\ \mathrm{k\Omega}$, a threshold of 1.12 V and a valley of 0.72 V. The numbers depend on the law chosen, but the signs do not. The conduction law omits the insulator–metal transition of this oxide, at roughly 1100 K, which the computed cycle does not reach. The single temperature is a further simplification. For a film conductivity of 2 W/(m K) and cooling through both faces, uniform heating would make the centre 66 K hotter than the faces at the 450 K point. At fixed mean temperature and with the barrier held fixed, this would raise the film resistance by about 5 %. The colder layers near the faces have the higher resistance and receive more of the heat, which makes both figures somewhat smaller. Current may also contract into a filament. To estimate when, let the temperature vary across the area $A$ by a small pattern $\delta T$ of wave number $q$ that leaves the total current, and hence $v$, unchanged. Since $vI=(T-T_a)/R_{th}$, the heating per unit area changes by $\beta\,\delta T/(AR_{th})$. The loss to the surroundings changes by $\delta T/(AR_{th})$, and lateral conduction in a film of conductivity $\kappa$ removes $\kappa dq^2\,\delta T$. The pattern therefore grows if $\beta-1>q^2\kappa dAR_{th}$. In a disc of radius 30 nm with an insulated rim, the lowest such pattern has $q=1.84/(30\ \mathrm{nm})$, which makes the right side 1.7. The largest left side on the static characteristic up to 1000 K is 1.2, so for $\kappa=2$ W/(m K) the uniform steady state survives, but with a modest margin. The right side is proportional to $\kappa$. At fixed $R_{th}$, a conductivity below about 1.5 W/(m K) would make the uniform state near 640 K unstable, and at 1 W/(m K) the growth during the pulse described next would be about twentyfold. In the oscillation the heating briefly outweighs these losses: a small unevenness of this kind grows up to about threefold during the current pulse and then decays before the next one. A larger unevenness is outside this linear estimate. If the two face contacts were at different temperatures, a thermoelectric voltage would add to the bias. For band carriers activated over $E=0.22$ to 0.30 eV, the estimate $S\approx(k/e)(E/kT+2)$ gives 0.8 to 1 mV/K. This is 0.12 to 0.15 V if one contact were at 300 K and the other at 450 K, against a bias of 0.917 V, and at most about 0.3 V for 300 K and 655 K. An uneven temperature or a filament would move the characteristic, but at the voltages of the computed cycle, 0.64 V and above, neither reverses the sign of $VI$.
